# Quantum metric from augmented overlaps and the Souza–Wilkens–Martin conductivity relation

**Setting.** Independent electrons at zero temperature fill \(N\) bands of a \(d\)-dimensional crystal with Hamiltonian \(p^2/2m+V(\mathbf r)\), and a gap separates these bands from the empty ones at every \(\mathbf k\). Each orbital holds \(f\) electrons (\(f=2\) for paired spins). The Bloch states are \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), normalized over one cell, and \(u_{n\mathbf k}\) is an eigenstate of \(H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\). I write \(\partial_\alpha=\partial/\partial k_\alpha\) and \(\int_{\mathbf k}=\int d^dk/(2\pi)^d\) over the Brillouin zone. Repeated Cartesian indices are summed.

In the projector augmented-wave (PAW) method, \(|\psi\rangle=T|\tilde\psi\rangle\) with
\[
T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i| ,\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
\]
The partial waves \(\phi_i\) and \(\tilde\phi_i\) agree outside a sphere around the site \(\mathbf R\), and the projectors \(p_i\) vanish there. One site per cell is written; several sites add a sum. The partial waves are taken as complete: \(\tilde\psi=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle\) inside the sphere.

**Numerical model.** In Hartree atomic units, a one-dimensional crystal with \(a=6\) bohr has
\[
V(x)=-5\,e^{4(\cos\theta-1)}+0.3\sin\theta,\qquad \theta=2\pi(x-R)/a ,
\]
and two doubly occupied bands. It is represented on 31 grid points, nine of them inside the sphere. The \(\phi_i\) are Bloch solutions at the zone centre and edge, and the \(\tilde\phi_i\) are smoothed versions of them: the plane-wave components are damped by \(e^{-s^2(k+G)^2/2}\) with \(s=0.35\) bohr, and the result is blended in with the weight \((1-(x-R)^2/r_c^2)^2\), \(r_c=0.968\) bohr. Pseudo-space quantities such as plain norms and \(\mathrm{Tr}\,W\) depend on this choice; the all-electron results do not. The quoted digits for the model are in the numerical output.

## (a) The overlap in terms of pseudo-orbitals

**Question.** Express \(M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle\) through pseudo-orbitals, projectors and partial waves.

**Solution.** Inserting \(u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\mathbf k}\) gives \(M_{mn}=\langle\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf b}\rangle\), a matrix element of a local operator. Outside the sphere \(\psi=\tilde\psi\). Inside it, completeness gives \(\tilde\psi=\sum_i\tilde\phi_ic_i\) and \(\psi=\sum_i\phi_ic_i\), with \(c_i=\langle p_i|\tilde\psi\rangle\). The cell integral is therefore the integral with pseudo-orbitals plus the difference inside the sphere:
\[
M_{mn}=\langle\tilde\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle+\sum_{ij}\langle\tilde\psi_{m\mathbf k}|p_i\rangle e^{-i\mathbf b\cdot\mathbf R}Q_{ij}(\mathbf b)\langle p_j|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle ,
\]
\[
Q_{ij}(\mathbf b)=\int(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,e^{-i\mathbf b\cdot(\mathbf r-\mathbf R)}\,d^dr .
\]
At \(\mathbf b=0\) this is the orthonormality condition \(\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}\), with \(S=T^\dagger T=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|\) and \(q_{ij}=Q_{ij}(0)\). The augmentation is not small in the model: at \(k=0.3\) bohr\(^{-1}\) the plain norms of the two pseudo-orbitals are 0.835 and 0.911 instead of 1.

## (b) The logarithm of the determinant

**Question.** Expand \(F(\mathbf k,\mathbf b)=-\ln|\det M(\mathbf k,\mathbf b)|^2\) for small \(\mathbf b\). What is the error on a uniform mesh, and how are off-diagonal tensor components obtained?

**Solution.** A unitary mixing of the occupied states at either end multiplies \(\det M\) by a phase, so \(F\) does not depend on the gauge. Let \(P\) project on the occupied \(u_{n\mathbf k}\), and let \(\bar P=1-P\). Because of the gap both are smooth in \(\mathbf k\). Then
\[
(MM^\dagger)_{mn}=\langle u_{m\mathbf k}|P(\mathbf k+\mathbf b)|u_{n\mathbf k}\rangle=\delta_{mn}-X_{mn},\qquad X_{mn}=\langle u_{m\mathbf k}|\bar P(\mathbf k+\mathbf b)^2|u_{n\mathbf k}\rangle ,
\]
where \(\bar P^2=\bar P\) was used. Since \(\bar P(\mathbf k)|u_{n\mathbf k}\rangle=0\), the first term of \(\bar P(\mathbf k+\mathbf b)|u_{n\mathbf k}\rangle\) is \(b_\alpha(\partial_\alpha\bar P)|u_{n\mathbf k}\rangle\). Differentiating \(\bar P|u_n\rangle=0\) turns this into \(-b_\alpha\bar P|\partial_\alpha u_n\rangle\). Therefore
\[
X_{mn}=b_\alpha b_\beta\langle\partial_\alpha u_m|\bar P|\partial_\beta u_n\rangle+O(b^3).
\]
From \(|\det M|^2=\det(1-X)\) and \(-\ln\det(1-X)=\mathrm{Tr}\,X+O(X^2)\),
\[
F=b_\alpha b_\beta\,g_{\alpha\beta}(\mathbf k)+O(b^3),\qquad g_{\alpha\beta}=\mathrm{Re}\sum_{n}^{\rm occ}\langle\partial_\alpha u_n|(1-P)|\partial_\beta u_n\rangle .
\]
The imaginary part is antisymmetric in \(\alpha\beta\) and drops out of the contraction. This \(g\) is the quantum metric traced over the occupied bands.

The cubic term follows from a symmetry. Exchanging the end points replaces \(M\) by \(M^\dagger\) and leaves \(F\) unchanged. At fixed midpoint, \(F\) is thus even in \(\mathbf b\), and
\[
F(\mathbf k,\mathbf b)=b_\alpha b_\beta\,g_{\alpha\beta}(\mathbf k+\mathbf b/2)+O(b^4).
\]
In one dimension this reads \(F=b^2g+\tfrac12b^3g'+O(b^4)\) at fixed \(k\), so \([F(k,b)-F(k,-b)]/b^3\to g'(k)\). At \(k=0.3\) bohr\(^{-1}\) and \(b=0.01\) bohr\(^{-1}\) the left side is \(-3.4301\) bohr\(^3\), and the slope of the metric agrees to that precision.

In the zone average the cubic term vanishes, because it is the derivative of a periodic function. The averaged \(F/b^2\) then has an error of order \(b^2\). Meshes of 40, 80 and 160 points give \(\bar g=1.238797\), \(1.238845\) and \(1.238857\) bohr\(^2\). Successive changes have the ratio 3.999, against 4 for an error proportional to \(b^2\). Removing that error gives
\[
\bar g=\frac{4\bar g_{160}-\bar g_{80}}{3}=1.23886\ \text{bohr}^2 .
\]

For off-diagonal components let \(\bar F(\mathbf b)=\tfrac12[F(\mathbf k,\mathbf b)+F(\mathbf k,-\mathbf b)]\), which has no cubic term. The squares cancel in the difference
\[
\bar F(\mathbf b_1+\mathbf b_2)-\bar F(\mathbf b_1-\mathbf b_2)=4\,b_{1\alpha}b_{2\beta}\,g_{\alpha\beta}+O(b^4).
\]

With pseudo-orbitals there are two requirements. They must be orthonormal under the same \(S\) that enters \(M\), since a residue \(F(\mathbf k,0)=\delta\) would add \(\delta/b^2\) to the metric. The partial waves must also be sufficient. On the 40-point mesh, four, six and nine waves give errors of \(5\times10^{-4}\), \(1.6\times10^{-4}\) and \(2\times10^{-9}\) relative to the all-electron log-determinant on the same mesh. Nine waves are complete on the nine grid points in the sphere.

## (c) Which moments of the augmentation charge matter?

**Question.** Suppose \(Q_{ij}(\mathbf b)\) is replaced by its expansion up to first order in \(\mathbf b\). How does the metric change?

**Solution.** With \(\mathbf r'=\mathbf r-\mathbf R\),
\[
Q_{ij}(\mathbf b)=q_{ij}-ib_\alpha d^\alpha_{ij}-\tfrac12b_\alpha b_\beta D^{\alpha\beta}_{ij}+O(b^3),
\]
where \(d^\alpha\) and \(D^{\alpha\beta}\) are the moments of \(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\) with \(r'_\alpha\) and \(r'_\alpha r'_\beta\). Omitting the last term changes the overlap to
\[
M^{(1)}=M+\tfrac12b_\alpha b_\beta W^{\alpha\beta}+O(b^3),\qquad W^{\alpha\beta}_{mn}=\sum_{ij}\langle\tilde\psi_m|p_i\rangle D^{\alpha\beta}_{ij}\langle p_j|\tilde\psi_n\rangle .
\]
In a smooth gauge \(M^{-1}=1+O(b)\), and \(W\) is Hermitian, so
\[
\ln|\det M^{(1)}|^2=\ln|\det M|^2+2\,\mathrm{Re}\,\mathrm{Tr}\big(\tfrac12b_\alpha b_\beta W^{\alpha\beta}\big)+O(b^3).
\]
The apparent metric is therefore \(g_{\alpha\beta}-\mathrm{Tr}\,W^{\alpha\beta}\). The dipole moments alone do not suffice, because the determinant measures a loss of norm of second order in \(b\).

At \(k=0.3\) bohr\(^{-1}\), averaging over \(\pm b\) with \(b=0.01\) bohr\(^{-1}\), the full \(Q\) gives 0.96827 bohr\(^2\) and the first-order cut gives 0.94541 bohr\(^2\). The difference, 0.02286 bohr\(^2\), equals the computed \(\mathrm{Tr}\,W\). Keeping second order restores 0.96827 bohr\(^2\).

In three dimensions this matters for ultrasoft schemes that replace the augmentation charge by a smoother one with the same multipoles. Split
\[
r'_\alpha r'_\beta=\big(r'_\alpha r'_\beta-\tfrac13\delta_{\alpha\beta}r'^2\big)+\tfrac13\delta_{\alpha\beta}r'^2 .
\]
The first part is a quadrupole and is preserved. The second is the spherical \(r'^2\) moment, which is not a multipole and must be preserved separately.

## (d) The interband connection in pseudo-space

**Question.** The metric is also a sum over empty states of products of \(A^\alpha_{mn}=i\langle u_m|\partial_\alpha u_n\rangle\). Find \(\langle u_m|\partial_\alpha u_n\rangle\) for \(\varepsilon_m\ne\varepsilon_n\) from the pseudo-space eigenproblem.

**Solution.** Write \(u_n=T_{\mathbf k}\tilde u_n\) with \(T_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Te^{i\mathbf k\cdot\mathbf r}\). The product rule gives
\[
\langle u_m|\partial_\alpha u_n\rangle=\langle\tilde u_m|S_{\mathbf k}|\partial_\alpha\tilde u_n\rangle+\langle\tilde u_m|T_{\mathbf k}^\dagger\partial_\alpha T_{\mathbf k}|\tilde u_n\rangle .
\]
For the first term, differentiate \(\tilde H_{\mathbf k}\tilde u_n=\varepsilon_nS_{\mathbf k}\tilde u_n\), where \(\tilde H_{\mathbf k}=T_{\mathbf k}^\dagger H_{\mathbf k}T_{\mathbf k}\), and project on \(\tilde u_m\). The term with \(\partial_\alpha\varepsilon_n\) vanishes by orthogonality, leaving
\[
\langle\tilde u_m|\partial_\alpha\tilde H-\varepsilon_n\partial_\alpha S|\tilde u_n\rangle+(\varepsilon_m-\varepsilon_n)\langle\tilde u_m|S|\partial_\alpha\tilde u_n\rangle=0 .
\]
For the second term, \(\partial_\alpha T_{\mathbf k}=-i[r'_\alpha,T_{\mathbf k}]\), since the constant \(\mathbf R\) commutes. Hence \(T^\dagger\partial_\alpha T=-i(T^\dagger r'_\alpha T-Sr'_\alpha)\). Part (a), applied to the local operator \(r'_\alpha\), gives \(T^\dagger r'_\alpha T=r'_\alpha+\sum|p_i\rangle d^\alpha_{ij}\langle p_j|\). The bare \(r'_\alpha\) cancels, so
\[
\langle u_m|\partial_\alpha u_n\rangle=\frac{\langle\tilde u_m|\partial_\alpha\tilde H-\varepsilon_n\partial_\alpha S|\tilde u_n\rangle}{\varepsilon_n-\varepsilon_m}-i\sum_{ij}\langle\tilde u_m|p_i\rangle\big(d^\alpha_{ij}\langle p_j|-q_{ij}\langle p_j|r'_\alpha\big)|\tilde u_n\rangle .
\]
Here the projectors carry the factor \(e^{-i\mathbf k\cdot\mathbf r'}\). At \(k=0.3\) bohr\(^{-1}\) the true metric is 0.968 bohr\(^2\). Without the last term the sum over states misses this value. The size of the miss is set by the choice of pseudo partial waves and is very sensitive to it, so the 1.590 bohr\(^2\) obtained with this set is not a typical magnitude. With it, every matrix element between an occupied and an empty band at this \(k\) agrees in magnitude with its all-electron value to within \(10^{-5}\) bohr.

## (e) The conductivity

**Question.** Derive the symmetric part of \(\mathrm{Re}\,\sigma_{\alpha\beta}(\omega)\) from the current after an impulsive field \(\mathbf E(t)=\mathbf E_0\delta(t)\).

**Solution.** For charge \(-e\) the momentum in the Hamiltonian is \(\mathbf p+e\mathbf A\), with \(\mathbf E=-\dot{\mathbf A}\). The kick leaves \(\mathbf A=-\mathbf E_0\), so \(H_{\mathbf k}\) becomes \(H_{\mathbf k+\boldsymbol\kappa}\) with \(\boldsymbol\kappa=-e\mathbf E_0/\hbar\), while the orbitals have had no time to change. To first order the perturbation is \(\kappa_\beta\partial_\beta H\).

Let \(\hbar\omega_{mn}=\varepsilon_m-\varepsilon_n\). Differentiating the eigenvalue equation gives
\[
\langle u_m|\partial_\beta H|u_n\rangle=(\varepsilon_n-\varepsilon_m)\langle u_m|\partial_\beta u_n\rangle=i\hbar\omega_{mn}A^\beta_{mn}.
\]
Time-dependent perturbation theory then yields the amplitude of \(u_m\) in the orbital that started as \(u_n\):
\[
c_{mn}(t)=-\frac i\hbar\int_0^tds\,e^{i\omega_{mn}s}\,i\hbar\omega_{mn}A^\beta_{mn}\kappa_\beta=-i\kappa_\beta A^\beta_{mn}\big(e^{i\omega_{mn}t}-1\big).
\]
The velocity is \(\hbar^{-1}\partial_\alpha H_{\mathbf k+\boldsymbol\kappa}\), which contains the explicit shift \(\hbar\kappa_\alpha/m\). With \(\langle u_n|\partial_\alpha H|u_m\rangle=-i\hbar\omega_{mn}A^\alpha_{nm}\), the velocity change summed over occupied orbitals is
\[
\delta v_\alpha=\frac{N\hbar\kappa_\alpha}{m}-2\,\mathrm{Re}\sum_{n}^{\rm occ}\sum_m^{\rm emp}\omega_{mn}A^\alpha_{nm}A^\beta_{mn}\kappa_\beta\big(1-e^{-i\omega_{mn}t}\big).
\]
Occupied \(m\) are absent because the terms \((m,n)\) and \((n,m)\) cancel in the real part. The time-independent part is \(\hbar^{-1}\kappa_\beta\partial_\alpha\partial_\beta\sum_n\varepsilon_n\), as differentiating \(\partial_\alpha\varepsilon_n=\langle u_n|\partial_\alpha H|u_n\rangle\) once more shows. For filled bands its zone integral is zero, since \(\varepsilon_n\) is periodic.

The current density is \(j_\alpha=-ef\int_{\mathbf k}\delta v_\alpha\). Dividing by the kick and keeping the part symmetric in \(\alpha\beta\),
\[
\sigma_{\alpha\beta}(t)=\frac{2e^2f}{\hbar}\int_{\mathbf k}\sum_{n}^{\rm occ}\sum_m^{\rm emp}\omega_{mn}\,\mathrm{Re}\big(A^\alpha_{nm}A^\beta_{mn}\big)\cos\omega_{mn}t .
\]
Now \(\mathrm{Re}\,\sigma(\omega)=\int_0^\infty\sigma(t)\cos\omega t\,dt\), and \(\int_0^\infty\cos\omega't\cos\omega t\,dt=\tfrac\pi2\delta(\omega-\omega')\) for positive frequencies. Therefore
\[
\mathrm{Re}\,\sigma_{\alpha\beta}(\omega)=\frac{\pi e^2f}{\hbar}\int_{\mathbf k}\sum_{n}^{\rm occ}\sum_m^{\rm emp}\omega_{mn}\,\mathrm{Re}\big(A^\alpha_{nm}A^\beta_{mn}\big)\,\delta(\omega-\omega_{mn}).
\]
Direct propagation of the model's orbitals after a small kick reproduces the cosine sum: the zone-averaged \(\delta v/\kappa\) is 2.0000 at \(t=0\) and \(-0.9903\) at \(t=5\) atomic units, from either calculation. The initial value is the number of occupied bands, as the term \(N\hbar\kappa/m\) requires.

## (f) The integral of conductivity over frequency

**Question.** Evaluate \(\int_0^\infty d\omega\,\mathrm{Re}\,\sigma_{\alpha\beta}(\omega)/\omega\). Bound it by the gap, and examine the limit of isolated cells.

**Solution.** The division by \(\omega\) cancels \(\omega_{mn}\), so no energy remains. From the definition of \(A\),
\[
A^\alpha_{nm}A^\beta_{mn}=\langle\partial_\alpha u_n|u_m\rangle\langle u_m|\partial_\beta u_n\rangle .
\]
The sum over empty \(m\) is the projector \(1-P\), and the result is the Souza–Wilkens–Martin relation for independent electrons:
\[
\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma_{\alpha\beta}(\omega)=\frac{\pi e^2f}{\hbar}\int_{\mathbf k}g_{\alpha\beta}(\mathbf k).
\]
In the model \(\int dk/2\pi\,g=\bar g/a\), so the moment is
\[
\frac{2\pi\times1.23886}{6}=1.2973\ \text{atomic units}=1.671\times10^{-14}\ \text{S m}.
\]
The unit is that of a one-dimensional conductivity. Binning the spectrum and integrating it gives 1.2974, a relative difference of \(5\times10^{-5}\).

*Gap bound.* At \(t=0^+\) all \(n_e\) electrons per volume move freely, so \(\sigma_{xx}(0^+)=n_ee^2/m\). The inverse cosine transform gives \(\sigma_{xx}(0^+)=(2/\pi)\int_0^\infty\mathrm{Re}\,\sigma_{xx}\,d\omega\), hence \(\int_0^\infty\mathrm{Re}\,\sigma_{xx}\,d\omega=\pi n_ee^2/2m\). Absorption starts at the smallest direct gap \(E_g\), where \(1/\omega\le\hbar/E_g\), and \(\mathrm{Re}\,\sigma_{xx}\ge0\). So
\[
\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma_{xx}\le\frac{\hbar}{E_g}\,\frac{\pi n_ee^2}{2m}.
\]
Here \(n_e=4/6\) bohr\(^{-1}\) gives an f-sum of 1.0472, and \(E_g=0.5421\) hartree gives a bound of 1.932 atomic units. The moment is 67% of it. This ratio is the average of \(E_g/\hbar\omega\) weighted with \(\mathrm{Re}\,\sigma_{xx}\), and it would reach 1 only if all absorption sat at the threshold.

*Isolated cells.* Let one band have an orbital \(w\) confined to its cell. Then \(u_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}w\) and \(\partial_xu=-ixu\), so \(g_{xx}=\langle w|x^2|w\rangle-\langle w|x|w\rangle^2\), the variance of position. This motivates the localization length \(\ell=\sqrt{\bar g/N}\), here \(\sqrt{1.23886/2}=0.787\) bohr.

*Failure in a metal.* For a partly filled band the zone integral of the time-independent term in (e) need not vanish. It then gives a delta function at \(\omega=0\), and the integral of \(\sigma/\omega\) diverges.

## (g) Interacting electrons

**Question.** Extend the relation to an interacting ground state, and show how the determinants of (b) enter it.

**Solution.** Put the electrons in a periodic supercell of volume \(\mathcal V\), with the twisted Hamiltonian \(\mathcal H(\boldsymbol\kappa)=e^{-i\boldsymbol\kappa\cdot\mathbf X}\mathcal He^{i\boldsymbol\kappa\cdot\mathbf X}\), \(\mathbf X=\sum_i\mathbf r_i\). Its eigenstates \(\Phi_n\) with energies \(E_n\) obey periodic boundary conditions, and the ground state is taken to be non-degenerate. A kick again shifts \(\boldsymbol\kappa\), and \(\partial_\alpha\mathcal H\), now a twist derivative, is \(\hbar\) times the total velocity. Part (e) applies with one occupied state \(\Phi_0\) and
\[
\langle\Phi_n|\partial_\alpha\Phi_0\rangle=\frac{\langle\Phi_n|\partial_\alpha\mathcal H|\Phi_0\rangle}{E_0-E_n}.
\]
The time-independent term is the curvature of \(E_0\) with the twist. It contributes at \(\omega=0\) alone, and for an insulator it is assumed to vanish in a large system. The positive-frequency part gives
\[
\int_{0^+}^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma_{\alpha\beta}=\frac{\pi e^2}{\hbar\mathcal V}\,G_{\alpha\beta},\qquad G_{\alpha\beta}=\mathrm{Re}\,\langle\partial_\alpha\Phi_0|\big(1-|\Phi_0\rangle\langle\Phi_0|\big)|\partial_\beta\Phi_0\rangle .
\]
By (b) with a single state, \(-\ln|\langle\Phi_0(\boldsymbol\kappa)|\Phi_0(\boldsymbol\kappa+\mathbf b)\rangle|^2=b_\alpha b_\beta G_{\alpha\beta}+O(b^3)\). As an example, take three spinless fermions on a six-site ring with hopping 1, site energies alternating between \(+1\) and \(-1\), and nearest-neighbour repulsion 2. At a twist of 0.1 radian per bond, this logarithm and the sum over excited states both give \(G=0.25976\), in units of the squared site spacing. In so small a ring \(G\) still depends on the twist.

For independent electrons \(\Phi_0\) is a Slater determinant, and the overlap of two such determinants is the determinant of their orbital overlaps. Orbitals from different mesh points stay orthogonal by translation symmetry, so the matrix falls into blocks:
\[
|\langle\Phi_0(0)|\Phi_0(\mathbf b)\rangle|=\prod_{\mathbf k}|\det M(\mathbf k,\mathbf b)|^f .
\]
Hence \(G=f\sum_{\mathbf k}g(\mathbf k)\). After division by \(\mathcal V\), this sum becomes the zone integral in (f) as the supercell grows.

A uniform twist describes the total macroscopic field, so \(\sigma\) is the response to that field and not to the external one. With Kohn–Sham orbitals, (f) gives the moment of the independent-particle spectrum. The interacting moment requires the interacting \(\Phi_0\).

## (h) Frozen core states

**Question.** A PAW calculation usually supplies valence orbitals alone. Is their log-determinant the valence part of the conductivity moment?

**Solution.** No. For one Cartesian direction, let \(g_v\) and \(g_c\) be the metrics of the valence and core bands taken separately. In \(g_v\) the projector \(1-P_v\) includes the core, so
\[
g_v=\sum_{v}\sum_m^{\rm emp}|A_{mv}|^2+\sum_{cv}|A_{cv}|^2 .
\]
The last sum describes transitions into filled states, which the Pauli principle forbids. The same surplus occurs in \(g_c\), and the metric of all occupied bands is
\[
g=g_c+g_v-2\sum_{cv}|A_{cv}|^2 .
\]
Treating the lower band of the model as core gives, in zone averages,
\[
0.174642+1.366730-2\times0.151255=1.238862\ \text{bohr}^2 ,
\]
which agrees with \(\bar g=1.238861\) bohr\(^2\) to the rounding of the terms. The allowed valence transitions sum to \(1.366730-0.151255=1.215475\) bohr\(^2\), the value also found by summing them directly, so the valence determinant alone is 12% too large relative to this value. The lower band here is shallow and extended. For deep atomic cores the core–valence dipoles are small and the surplus is typically well below one percent; it reaches several percent for shallow semicore shells such as \(3p\) below a filled \(3d\) shell.

The correction needs no new band calculation if the core orbital \(\phi_c\) lies inside the sphere. Then \(u_c=e^{-i\mathbf k\cdot\mathbf r}\phi_c\), and orthogonality gives \(\langle u_c|\partial_\alpha u_v\rangle=-\langle\partial_\alpha u_c|u_v\rangle\). With \(\partial_\alpha u_c=-ir_\alpha u_c\) this leads to
\[
A^\alpha_{cv}=\langle\phi_c|r_\alpha|\psi_v\rangle=\sum_j\langle\phi_c|r_\alpha|\phi_j\rangle\langle p_j|\tilde\psi_v\rangle ,
\]
which needs only the core orbital in addition to the partial waves and projections already used for \(M\). The lower band of the model extends beyond the sphere, so this shortcut does not apply to the numbers above.

## Calculated quantities

```
lattice constant: 6.0 bohr; grid points: 31
well depth: 5.0 hartree; sharpness: 4.0
asymmetric term: 0.3 hartree
occupied bands: 2; spin factor: 2
augmentation radius: 0.9677 bohr; smoothing: 0.35 bohr
smallest direct gap: 0.54207 hartree
mean metric, all-electron log-det, 40 k points: 1.2387968 bohr^2
mean metric, all-electron log-det, 80 k points: 1.2388452 bohr^2
mean metric, all-electron log-det, 160 k points: 1.2388573 bohr^2
ratio of successive mesh changes: 3.9990
mean metric, extrapolated: 1.2388613 bohr^2
mean metric, velocity sum: 1.2388613 bohr^2
PAW log-det, 4 partial waves, 40 k: 1.2393830 bohr^2
  relative error against all-electron: 4.7e-04
PAW log-det, 6 partial waves, 40 k: 1.2389990 bohr^2
  relative error against all-electron: 1.6e-04
PAW log-det, 9 partial waves, 40 k: 1.2387968 bohr^2
  relative error against all-electron: 1.7e-09
single k: 0.30 1/bohr; step b: 0.010 1/bohr
metric at this k, velocity sum: 0.968003 bohr^2
slope of metric: -3.43010 bohr^3; from odd part: -3.43006 bohr^3
plain norms of pseudo-orbitals: 0.83457, 0.91124
metric with Q(b) cut after order 0: 0.985045 bohr^2
metric with Q(b) cut after order 1: 0.945414 bohr^2
metric with Q(b) cut after order 2: 0.968272 bohr^2
metric with full Q(b): 0.968272 bohr^2
occupied second moment of augmentation: 0.022857 bohr^2
pseudo sum without T^dagger dT term: 1.590010 bohr^2
kick response at t=0.0 a.u.: 2.000000; Kubo: 2.000000
kick response at t=0.7 a.u.: 1.210819; Kubo: 1.210819
kick response at t=2.0 a.u.: 0.155519; Kubo: 0.155519
kick response at t=5.0 a.u.: -0.990282; Kubo: -0.990282
moment of sigma/omega, binned spectrum: 1.297395 a.u.
moment of sigma/omega, from metric: 1.297333 a.u.
same moment in SI: 1.67108e-14 S m
f-sum integral: 1.047198 a.u.; expected: 1.047198 a.u.
gap bound on the moment: 1.931836 a.u.
localization length per electron: 0.78704 bohr
core-only metric: 0.174642 bohr^2
valence-only metric: 1.366730 bohr^2
core-valence term: 0.151255 bohr^2
true valence transition sum: 1.215475 bohr^2
two-parameter g12: log-det 0.076287, sum 0.076283
ring, repulsion 2.0: log 0.259755, sum 0.259755
ring overlap: many-body 0.97240343, det 0.97240343
```
